# Hellmann-Feynman Theorem and Pulay Term in Closed-Shell Hartree-Fock Theory, part 1

(Sections cited here and not found follow in the second part.)

## 1. The energy derivative and the residual outside the basis

In a restricted Hartree-Fock calculation on butadiene with the 6-31G basis, the electrostatic field at a terminal carbon nucleus gives an energy slope of $+2.637$ nN for moving that carbon towards its double-bonded neighbour. The slope of the computed energy itself is $-0.634$ nN. The electrostatic value has the wrong sign and is about four times too large in magnitude, although the self-consistent equations are solved to a few parts in $10^{9}$ of a hartree. The missing $-3.271$ nN comes from the motion of the basis functions with the nucleus. This half derives that term and the conditions under which it vanishes.

### Energy, orbitals and conventions

Let $N$ electrons doubly occupy $N/2$ orthonormal spatial orbitals $\phi_i$. The indices $i,j$ run over occupied orbitals. The one-electron operator is

$$h=-\frac{\hbar^2}{2m}\nabla^2-\sum_A\frac{Z_Ae^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_A|},$$

and the electron repulsion is $g(\mathbf r,\mathbf r')=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. With the nuclear repulsion $V_{nn}$, the energy is

$$E=2\sum_i\langle\phi_i|h|\phi_i\rangle+\sum_{ij}(2J_{ij}-K_{ij})+V_{nn}.\tag{1}$$

The sums over $i$ and $j$ are unrestricted, and

$$J_{ij}=\iint|\phi_i(\mathbf r)|^2\,g\,|\phi_j(\mathbf r')|^2,$$

$$K_{ij}=\iint\phi_i^*(\mathbf r)\phi_j(\mathbf r)\,g\,\phi_j^*(\mathbf r')\phi_i(\mathbf r').$$

Define the operators

$$\hat J_ju(\mathbf r)=u(\mathbf r)\int g\,|\phi_j(\mathbf r')|^2,\qquad
\hat K_ju(\mathbf r)=\phi_j(\mathbf r)\int g\,\phi_j^*(\mathbf r')u(\mathbf r').$$

Then $J_{ij}=\langle\phi_i|\hat J_j|\phi_i\rangle$ and $K_{ij}=\langle\phi_i|\hat K_j|\phi_i\rangle$.

The orbitals are expanded as $\phi_i=\sum_\mu\chi_\mu C_{\mu i}$ in linearly independent functions $\chi_\mu$ with overlap $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. The column of coefficients of orbital $i$ is $C_i$.

### First variation of the energy

Change every orbital by a small $\delta\phi_i$, with no constraint for the moment. In $J_{ij}$, the two conjugated factors give

$$\delta J_{ij}=\langle\delta\phi_i|\hat J_j|\phi_i\rangle+\langle\delta\phi_j|\hat J_i|\phi_j\rangle+\text{c.c.}$$

In $K_{ij}$, varying $\phi_i^*(\mathbf r)$ gives $\langle\delta\phi_i|\hat K_j|\phi_i\rangle$, and varying $\phi_j^*(\mathbf r')$ gives $\langle\delta\phi_j|\hat K_i|\phi_j\rangle$. The two unconjugated factors give the complex conjugates. In the double sum the two terms become equal after exchanging the names $i$ and $j$, so

$$\delta\sum_{ij}(2J_{ij}-K_{ij})=2\sum_{ij}\langle\delta\phi_i|2\hat J_j-\hat K_j|\phi_i\rangle+\text{c.c.}$$

The one-electron part gives $2\sum_i\langle\delta\phi_i|h|\phi_i\rangle+\text{c.c.}$ Both parts carry the same factor 2, and they combine into the Fock operator

$$\hat F=h+\sum_j(2\hat J_j-\hat K_j),$$

$$\delta E=4\,\mathrm{Re}\sum_i\langle\delta\phi_i|\hat F|\phi_i\rangle.\tag{2}$$

The factor 4 is two for double occupation times two for the complex conjugate. Equation (2) holds for any variation, including one that leaves the span of the basis or changes a norm.

### Stationarity inside the basis

At fixed $\chi_\mu$, the self-consistent solution makes $E$ stationary under changes of $C$ that keep the orbitals orthonormal. With a Hermitian matrix of multipliers $\epsilon_{ji}$, the function to be made stationary is

$$L=E-2\sum_{ij}\epsilon_{ji}\left(\langle\phi_i|\phi_j\rangle-\delta_{ij}\right).$$

Insert $\delta\phi_i=\sum_\mu\chi_\mu\,\delta C_{\mu i}$. Equation (2) supplies the first term below. In the constraint, the variation of the ket is the conjugate of the variation of the bra, because $\epsilon_{ij}=\epsilon_{ji}^*$. Hence

$$\delta L=2\sum_{i\mu}\delta C^*_{\mu i}\Big[FC_i-\sum_jSC_j\epsilon_{ji}\Big]_\mu+\text{c.c.},\qquad F_{\mu\nu}=\langle\chi_\mu|\hat F|\chi_\nu\rangle.$$

Taking $\delta C$ and then $i\,\delta C$ as variations (here $i$ is the imaginary unit) shows that each bracket vanishes. A unitary mixing of the occupied orbitals diagonalizes $\epsilon$. It leaves the energy unchanged, because (1) depends on the orbitals through $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r')$ alone: $\sum_{ij}J_{ij}$ contains $\gamma(\mathbf r,\mathbf r)\gamma(\mathbf r',\mathbf r')$ and $\sum_{ij}K_{ij}$ contains $|\gamma(\mathbf r,\mathbf r')|^2$. The result is

$$(F-\epsilon_iS)C_i=0.\tag{3}$$

This matrix residual is therefore zero in any basis, however poor. It cannot be the source of the missing slope.

### Derivative along a branch of solutions

Let $\lambda$ be a real parameter that enters $h$, $V_{nn}$ and possibly $\chi_\mu$, but not $g$. A prime denotes $d/d\lambda$ at the point of interest, $\lambda_0$. Assume that the basis is differentiable and linearly independent there. Assume also that the second derivative of $E$ with respect to mixing occupied with empty orbitals is nonsingular. The implicit function theorem then gives a smooth branch of stationary density matrices $D=2\sum_iC_iC_i^\dagger$. At an instability, where this second derivative becomes singular, the branch may end or split, and the derivation no longer applies.

Individual canonical orbitals need not be smooth if two occupied energies cross. This does no harm. Take the coefficients $\tfrac12D(\lambda)S(\lambda)C_i(\lambda_0)$, which project the old coefficients onto the new occupied space, and orthonormalize them symmetrically. They form a smooth set of occupied orbitals that is canonical at $\lambda_0$, and the energy depends on the occupied space alone.

The explicit change of the operators and the change (2) caused by the orbitals add to

$$E'=E^{(\lambda)}+4\,\mathrm{Re}\sum_i\langle\phi_i'|\hat F|\phi_i\rangle,\tag{4}$$

$$E^{(\lambda)}=2\sum_i\langle\phi_i|\partial_\lambda h|\phi_i\rangle+\partial_\lambda V_{nn}.\tag{5}$$

The quantity $E^{(\lambda)}$ is the Hellmann-Feynman expression. Since $\langle\phi_i|\phi_i\rangle=1$ at every $\lambda$, differentiation gives $2\,\mathrm{Re}\langle\phi_i'|\phi_i\rangle=0$. The real number $\epsilon_i$ times this zero may be subtracted from each term of (4):

$$E'=E^{(\lambda)}+4\,\mathrm{Re}\sum_i\langle\phi_i'|\hat F-\epsilon_i|\phi_i\rangle.\tag{6}$$

The orbital derivative has two parts,

$$\phi_i'=w_i+\sum_\mu\chi_\mu C'_{\mu i},\qquad w_i=\sum_\mu\chi'_\mu C_{\mu i}.\tag{7}$$

The function $w_i$ is the change of the orbital when its coefficients are frozen and the basis moves. The other part contributes

$$\sum_\mu C'^*_{\mu i}\langle\chi_\mu|\hat F-\epsilon_i|\phi_i\rangle=C_i'^\dagger(F-\epsilon_iS)C_i=0$$

by (3). The response of the coefficients is therefore not needed for the gradient. What remains is

$$E'=E^{(\lambda)}+P,\qquad P=4\,\mathrm{Re}\sum_i\langle w_i|r_i\rangle,\qquad r_i=(\hat F-\epsilon_i)\phi_i.\tag{8}$$

The quantity $P$ is the Pulay term.

### Where the residual lives

The projector onto the span of the basis is

$$\Pi=\sum_{\mu\nu}|\chi_\mu\rangle(S^{-1})_{\mu\nu}\langle\chi_\nu|.$$

Acting on $r_i$, it produces the components $\langle\chi_\nu|r_i\rangle=[(F-\epsilon_iS)C_i]_\nu$, which are zero. Thus $\Pi r_i=0$. Since also $(1-\Pi)\phi_i=0$,

$$r_i=(1-\Pi)r_i=(1-\Pi)\hat F\phi_i.$$

The residual is the part of $\hat F\phi_i$ that the basis cannot represent. Because $1-\Pi$ is Hermitian, it can also be moved to the other factor:

$$P=4\,\mathrm{Re}\sum_i\langle(1-\Pi)w_i|r_i\rangle.\tag{9}$$

The Pulay term needs two things at once: a residual outside the basis, and a motion of the basis that leaves its own span in the direction of that residual.

The same fact can be written with matrices. Adjoin to $F-\epsilon_iS$ the rows that belong to the functions $\chi'_\mu$:

$$\begin{pmatrix}F-\epsilon_iS\\F^\partial-\epsilon_iS^\partial\end{pmatrix}C_i=\begin{pmatrix}0\\p_i\end{pmatrix},\qquad P=4\,\mathrm{Re}\sum_iC_i^\dagger p_i,\tag{10}$$

where $F^\partial_{\mu\nu}=\langle\chi'_\mu|\hat F|\chi_\nu\rangle$ and $S^\partial_{\mu\nu}=\langle\chi'_\mu|\chi_\nu\rangle$. In this precise sense the Pulay term is the residual of $F-\epsilon S$ outside the basis, contracted with the orbital coefficients.

### Sufficient conditions for the theorem

First, if the basis does not depend on $\lambda$, then $w_i=0$ and $E'=E^{(\lambda)}$. The basis may be small. An example is a uniform electric field $\mathcal E$ along $x$ with fixed functions. The field adds $e\mathcal Ex$ for each electron and $-Z_Ae\mathcal EX_A$ for each nucleus, so $E^{(\mathcal E)}$ is minus the dipole moment of the Hartree-Fock density, without correction.

Second, the functions may move if their derivatives stay in the span, $\chi'_\mu=\sum_\nu\chi_\nu A_{\nu\mu}$. Then $w_i=\sum_\nu\chi_\nu(AC_i)_\nu$ and

$$P=4\,\mathrm{Re}\sum_i(AC_i)^\dagger(F-\epsilon_iS)C_i=0.$$

Third, let the basis be complete for functions of finite kinetic energy, and let $\phi_i'$ be such a function. Then $\phi_i'$ is an allowed variation inside the basis, $\langle\phi_i'|r_i\rangle=0$, and (6) reduces to $E'=E^{(\lambda)}$. A cusp carried along by a moving nucleus satisfies the requirement. Near the nucleus an orbital contains a term proportional to $|\mathbf r-\mathbf R|$. Its derivative with respect to $\mathbf R$ is bounded, and the gradient of that derivative grows as $1/|\mathbf r-\mathbf R|$, which is square integrable in three dimensions.

None of these conditions is necessary. The overlap in (9) can vanish by symmetry, or its terms can cancel, while every $r_i$ is nonzero.

### Approach to the complete basis

Convergence of energies does not by itself imply convergence of their slopes, so the limit needs its own argument. Measure functions by

$$\|u\|_1^2=\int\left(|u|^2+a^2|\nabla u|^2\right)$$

with any fixed length $a$, and suppose that the occupied orbitals converge in this norm to Hartree-Fock orbitals of the complete basis. The Coulomb terms are controlled by expanding a square, with $\mathbf r$ measured from the nucleus:

$$0\le\int\Big|\nabla u+\frac{\mathbf r}{2r^2}u\Big|^2=\int|\nabla u|^2+\int\frac{|u|^2}{4r^2}+\frac12\int\frac{\mathbf r}{r^2}\cdot\nabla|u|^2.$$

Since $\nabla\cdot(\mathbf r/r^2)=1/r^2$, integration by parts turns the last term into $-\frac12\int|u|^2/r^2$. Therefore

$$\int\frac{|u|^2}{r^2}\le4\int|\nabla u|^2.\tag{11}$$

For a nuclear displacement, $\partial_\lambda h$ is bounded in magnitude by a constant times $1/r^2$. By (11), the Hellmann-Feynman expression converges together with the orbitals.

The terms of $\langle u|\hat F\phi_i\rangle$ are bounded in the same way. The kinetic term is at most a constant times $\|\nabla u\|\,\|\nabla\phi_i\|$. By (11) and the Schwarz inequality, the nuclear term is at most a constant times $\|u\|\,\|\nabla\phi_i\|$, and the repulsion potential of any product $\phi_j^*\phi_k$ is at most a constant times $\|\phi_j\|\,\|\nabla\phi_k\|$ at every point. The same bounds make $\epsilon_i=\langle\phi_i|\hat F|\phi_i\rangle$ converge, and for the limit orbitals $\langle u|\hat F-\epsilon_i|\phi_i\rangle=0$ for every $u$ of finite norm. Each term of $\langle u|r_i\rangle$ minus its limit is a sum of terms in which one factor is a difference between an orbital (or $\epsilon_i$) and its limit, and each is bounded by a constant times $\|u\|_1$ times the size of that difference, measured in the norm $\|\cdot\|_1$ for an orbital. Replacing the orbitals one factor at a time by their limits thus shows that $|\langle u|r_i\rangle|\le\eta\|u\|_1$ with $\eta\to0$. Any function $v_i$ of the span may be subtracted from $w_i$, so

$$|P|\le4\eta\sum_i\|w_i-v_i\|_1.$$

The Pulay term vanishes in the limit if the part of the basis motion outside the span stays bounded in this norm. That last condition concerns the chosen family of bases. It can fail when near linear dependence produces large coefficients.

## 2. Evaluation for moving Gaussian functions, and two examples

The symbols taken from the first half are these. The occupied orbitals are $\phi_i=\sum_\mu\chi_\mu C_{\mu i}$ with energies $\epsilon_i$, Fock operator $\hat F$, density matrix $D=2\sum_iC_iC_i^\dagger$ and overlap $S$. At convergence $(F-\epsilon_iS)C_i=0$. The energy slope is $E'=E^{(\lambda)}+P$, where $E^{(\lambda)}$ is the expectation value of the explicit derivative of the Hamiltonian and

$$P=4\,\mathrm{Re}\sum_i\sum_\mu C^*_{\mu i}\langle\chi'_\mu|\hat F-\epsilon_i|\phi_i\rangle.$$

The residual $r_i=(\hat F-\epsilon_i)\phi_i$ is orthogonal to the basis. From here on, orbitals and basis functions are real.

### The Hellmann-Feynman part

Let $\lambda=X$ be the $x$ coordinate of nucleus $A$. Differentiating its attraction to an electron gives

$$\partial_Xh=-\frac{Z_Ae^2}{4\pi\varepsilon_0}\,\frac{x-X}{|\mathbf r-\mathbf R_A|^3}.$$

In a program it is convenient to avoid the inverse cube. Since $\partial_X|\mathbf r-\mathbf R_A|^{-1}=-\partial_x|\mathbf r-\mathbf R_A|^{-1}$, integration by parts moves the derivative to the basis functions with a plus sign:

$$\langle\chi_\mu|\partial_Xh|\chi_\nu\rangle=-\frac{Z_Ae^2}{4\pi\varepsilon_0}\left(M_{\mu\nu}+M_{\nu\mu}\right),\qquad M_{\mu\nu}=\Big\langle\partial_x\chi_\mu\Big|\frac{1}{|\mathbf r-\mathbf R_A|}\Big|\chi_\nu\Big\rangle.$$

The surface term at a small sphere around the nucleus vanishes, because its area shrinks as the square of the radius while the integrand grows as the inverse radius. The appearance of $\partial_x\chi_\mu$ does not make this a basis-motion term. It runs over all functions of the molecule and contains the potential of nucleus $A$ alone. The nuclear repulsion adds

$$\partial_XV_{nn}=-\sum_{B\ne A}\frac{Z_AZ_Be^2}{4\pi\varepsilon_0}\,\frac{X_A-X_B}{|\mathbf R_A-\mathbf R_B|^3}.$$

The energy slope has been shown to be the Hellmann-Feynman part plus a Pulay term, which arises from the residual outside the basis, and the Hellmann-Feynman part has been written out for a nuclear displacement. What remains is to evaluate the Pulay term for moving Gaussian functions and to examine both parts in butadiene and in a one-dimensional model.
